\section*{Dispersion energy of two dipole-coupled Drude oscillators}

\section{Result and conventions}

Two identical isotropic Drude oscillators with static polarisability $\alpha$ and frequency $\omega_0$ have their centres a distance $R$ apart. With point-dipole coupling and $x=\alpha/R^3$, their interaction energy is
\begin{equation}
E(R)=\frac{\hbar\omega_0}{2}\Bigl[2\sqrt{1+x}+2\sqrt{1-x}+\sqrt{1+2x}+\sqrt{1-2x}-6\Bigr],\qquad 2x<1 .
\label{eq:exact}
\end{equation}
At large distance this becomes
\begin{equation}
E(R)\simeq-\frac{C_6}{R^6},\qquad C_6=\frac34\,\alpha^2\hbar\omega_0 .
\label{eq:c6}
\end{equation}
Equation~\eqref{eq:exact} is exact for the model. Equation~\eqref{eq:c6} is its leading term, not a second exact form of the energy.

Each oscillator consists of a fixed charge $-q$ and a mobile charge $+q$ of mass $m$, whose displacement $\mathbf r$ from the fixed charge costs the energy $m\omega_0^2r^2/2$. Equations use Gaussian electrostatics, $4\pi\varepsilon_0=1$, so $\alpha$ is a volume. An SI polarisability must first be divided by $4\pi\varepsilon_0$. The two mobile charges are treated as distinguishable, without exchange. Retardation is neglected, which requires the light travel time $R/c$ to be short compared with $1/\omega_0$.

\section{From Coulomb's law to the coupling}

Put the first centre at the origin and the second at $\mathbf R=R\mathbf n$. The four Coulomb terms between the oscillators are
\begin{equation}
V=q^2\left[\frac1R-\frac1{|\mathbf R-\mathbf r_1|}-\frac1{|\mathbf R+\mathbf r_2|}+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}\right].
\end{equation}
For a small shift $\mathbf a$, with summation over repeated indices in this section,
\begin{equation}
\frac1{|\mathbf R+\mathbf a|}=\frac1R+a_i\partial_i\frac1R+\frac12a_ia_jT_{ij}+\cdots,\qquad
T_{ij}=\partial_i\partial_j\frac1R .
\end{equation}
Since $\partial_iR^{-1}=-R_i/R^3$, a second derivative gives
\begin{equation}
T_{ij}=-\frac{\delta_{ij}}{R^3}+\frac{3R_iR_j}{R^5}=\frac{3n_in_j-\delta_{ij}}{R^3}.
\end{equation}
The constants in $V$ add to $1-1-1+1=0$. The shifts in the linear terms add to $\mathbf r_1-\mathbf r_2+(\mathbf r_2-\mathbf r_1)=0$. The quadratic terms are
\begin{align}
V&=\frac{q^2}{2}T_{ij}\bigl[-r_{1i}r_{1j}-r_{2i}r_{2j}+(r_{2i}-r_{1i})(r_{2j}-r_{1j})\bigr]\nonumber\\
&=-q^2T_{ij}r_{1i}r_{2j}
=\frac{q^2}{R^3}\bigl[\mathbf r_1\!\cdot\!\mathbf r_2-3(\mathbf r_1\!\cdot\!\mathbf n)(\mathbf r_2\!\cdot\!\mathbf n)\bigr].
\end{align}
The same-site products cancel, and the two mixed products are equal because $T_{ij}$ is symmetric. Choosing $\mathbf n$ along $z$ makes the coupling diagonal:
\begin{equation}
V=\frac{q^2}{R^3}\sum_{i=x,y,z}g_i\,r_{1i}r_{2i},\qquad (g_x,g_y,g_z)=(1,1,-2).
\label{eq:V}
\end{equation}
The model keeps this term and drops all higher ones.

The polarisability follows from the balance of forces in a static field $\mathbf F$. The condition $m\omega_0^2\mathbf r=q\mathbf F$ gives the dipole $q\mathbf r=\alpha\mathbf F$ with
\begin{equation}
\alpha=\frac{q^2}{m\omega_0^2}.
\label{eq:alpha}
\end{equation}
This also holds for the quantum mean dipole: the field shifts the minimum of the parabola without changing its curvature, so the ground state moves rigidly with the minimum.

\section{Normal modes}

For each direction define the in-phase and out-of-phase coordinates
\begin{equation}
s_i=\frac{r_{1i}+r_{2i}}{\sqrt2},\qquad d_i=\frac{r_{1i}-r_{2i}}{\sqrt2}.
\end{equation}
This is a rotation in the $(r_{1i},r_{2i})$ plane. With momenta rotated in the same way, the commutators and the form of the kinetic energy are unchanged. The products needed are
\begin{equation}
r_{1i}^2+r_{2i}^2=s_i^2+d_i^2,\qquad r_{1i}r_{2i}=\tfrac12(s_i^2-d_i^2).
\end{equation}
By \eqref{eq:alpha}, $q^2/R^3=m\omega_0^2x$. The potential energy for direction $i$ is therefore
\begin{align}
U_i&=\tfrac12m\omega_0^2(s_i^2+d_i^2)+\tfrac12m\omega_0^2\,g_ix\,(s_i^2-d_i^2)\nonumber\\
&=\tfrac12m\omega_0^2\bigl[(1+g_ix)s_i^2+(1-g_ix)d_i^2\bigr].
\end{align}
There are six independent oscillators, with frequencies
\begin{equation}
\omega_{s,i}=\omega_0\sqrt{1+g_ix},\qquad \omega_{d,i}=\omega_0\sqrt{1-g_ix}.
\label{eq:modes}
\end{equation}
The ground-state energy is half the sum of the six quanta. Subtracting the value $6\times\hbar\omega_0/2=3\hbar\omega_0$ for infinite separation leaves
\begin{equation}
E=\frac{\hbar\omega_0}{2}\sum_i\bigl[\sqrt{1+g_ix}+\sqrt{1-g_ix}-2\bigr],
\label{eq:sum}
\end{equation}
which is \eqref{eq:exact} once the three values of $g_i$ are inserted.

The lowest mode is the axial in-phase one, with $\omega=\omega_0\sqrt{1-2x}$. It is stable for
\begin{equation}
R>R_{\mathrm c}=(2\alpha)^{1/3}.
\end{equation}
As $R\to R_{\mathrm c}$ from above, $x\to1/2$ and the energy tends to the finite value $\hbar\omega_0(\sqrt{3/2}+\sqrt2-3)$. The force diverges there, because the derivative of $\sqrt{1-2x}$ does. Below $R_{\mathrm c}$ the potential is an inverted parabola in this coordinate and the energy has no lower bound. An implementation must reject such distances or use a damped coupling, which is a different model.

\section{The large-distance coefficient}

For $|u|<1$ the binomial series is
\begin{equation}
\sqrt{1\pm u}=1\pm\frac u2-\frac{u^2}{8}\pm\frac{u^3}{16}-\frac{5u^4}{128}\pm\cdots .
\end{equation}
Odd powers cancel in the sum of the two roots:
\begin{equation}
\sqrt{1+u}+\sqrt{1-u}-2=-\frac{u^2}{4}-\frac{5u^4}{64}-\cdots .
\end{equation}
Set $u=g_ix$ and use $\sum_ig_i^2=1+1+4=6$ and $\sum_ig_i^4=1+1+16=18$. Equation~\eqref{eq:sum} becomes
\begin{align}
E&=\frac{\hbar\omega_0}{2}\left[-\frac{6x^2}{4}-\frac{90x^4}{64}-\cdots\right]\nonumber\\
&=-\frac34\frac{\alpha^2\hbar\omega_0}{R^6}-\frac{45}{64}\frac{\alpha^4\hbar\omega_0}{R^{12}}-\cdots .
\label{eq:series}
\end{align}
The first term proves \eqref{eq:c6}. In each pair one quantum rises and the other falls by the same amount to first order in $x$. The square root is concave, so at second order the fall outweighs the rise.

The factor $3/4$ is tied to motion in three dimensions. Direction $i$ contributes $g_i^2/8$ in units of $\alpha^2\hbar\omega_0$: $1/2$ from the axis and $1/8$ from each transverse direction. With the point-dipole coupling, oscillators that move only along the line joining them thus have $C_6=\alpha^2\hbar\omega_0/2$. This is not their leading interaction under the full Coulomb coupling. Their ground state is not spherical and carries a quadrupole. The quartic term $q^2[(z_2-z_1)^4-z_1^4-z_2^4]/R^5$ then has the positive mean $6q^2\langle z^2\rangle^2/R^5$, a repulsion that outweighs the $R^{-6}$ term at large distance.

The ratio of the second term to the first is $15x^2/16$. To leading order, the relative error of using $-C_6/R^6$ for the model energy stays below $\epsilon$ if
\begin{equation}
R>\alpha^{1/3}\left(\frac{15}{16\,\epsilon}\right)^{1/6}.
\label{eq:range}
\end{equation}

\section{Forms for stable evaluation}

At large $R$, the bracket in \eqref{eq:exact} subtracts numbers of order one to leave a result of order $x^2$. The relative rounding error then grows as the machine precision divided by $x^2$. To remove this cancellation, write
\begin{equation}
S(u)=\sqrt{1+u}+\sqrt{1-u},\qquad S^2=2+2\sqrt{1-u^2}.
\end{equation}
Multiplying $2-S$ by $(2+S)/(2+S)$, and then $1-\sqrt{1-u^2}$ by its conjugate, gives
\begin{align}
\Phi(u)\equiv2-S&=\frac{4-S^2}{2+S}=\frac{2(1-\sqrt{1-u^2})}{2+S}\nonumber\\
&=\frac{2u^2}{(2+S)(1+\sqrt{1-u^2})}.
\label{eq:phi}
\end{align}
The energy is then
\begin{equation}
E=-\frac{\hbar\omega_0}{2}\bigl[2\Phi(x)+\Phi(2x)\bigr].
\label{eq:stable}
\end{equation}
The last form of \eqref{eq:phi} contains no difference of nearly equal numbers at small $u$. It also gives a bound. For $0<u<1$, $S<2$ and $\sqrt{1-u^2}<1$, so the denominator is below $8$ and $\Phi(u)>u^2/4$. Hence $E<-C_6/R^6$ throughout the stable range: within this model, the leading term underestimates the attraction.

For forces, differentiate \eqref{eq:sum} with respect to $x$ and multiply by $x$:
\begin{equation}
W\equiv x\frac{dE}{dx}=\frac{\hbar\omega_0}{4}\sum_ig_ix\left[\frac1{\sqrt{1+g_ix}}-\frac1{\sqrt{1-g_ix}}\right].
\label{eq:W}
\end{equation}
With $u_i=g_ix$, the bracket equals
\begin{equation}
\frac{\sqrt{1-u_i}-\sqrt{1+u_i}}{\sqrt{1-u_i^2}}=-\frac{2u_i}{S(u_i)\sqrt{1-u_i^2}},
\end{equation}
where the numerator was multiplied by $S/S$. Therefore
\begin{equation}
W=-\frac{\hbar\omega_0}{2}\sum_i\frac{u_i^2}{S(u_i)\sqrt{1-u_i^2}} .
\end{equation}
Because $x\propto R^{-3}$, $dx/dR=-3x/R$, and the force along increasing $R$ is
\begin{equation}
-\frac{dE}{dR}=\frac{3W}{R}.
\end{equation}
It is negative, hence attractive. At large $R$, $W\to-2C_6/R^6$ and the force tends to $-6C_6/R^7$, as differentiating \eqref{eq:c6} requires.

\section{Correlated motion and the energy balance}

The Hamiltonian is unchanged when all displacements change sign. The non-degenerate ground state has definite parity, so both mean dipoles vanish. The product of the displacements does not average to zero. A mode of frequency $\omega$ has mean-square coordinate $\hbar/(2m\omega)$, and thus
\begin{equation}
\langle r_{1i}r_{2i}\rangle=\tfrac12\bigl(\langle s_i^2\rangle-\langle d_i^2\rangle\bigr)
=\frac{\hbar}{4m}\left(\frac1{\omega_{s,i}}-\frac1{\omega_{d,i}}\right)
\simeq-\frac{\hbar g_ix}{4m\omega_0}.
\label{eq:corr}
\end{equation}
The last form uses $(1\pm g_ix)^{-1/2}\simeq1\mp g_ix/2$. Along the axis $g_z=-2$ and the correlation is positive: the dipoles tend to point the same way, head to tail. Across the axis it is negative and they tend to be antiparallel. Both arrangements lower the coupling energy.

Inserting \eqref{eq:corr} in \eqref{eq:V}, with $q^2/R^3=m\omega_0^2x$, reproduces \eqref{eq:W}; hence $\langle V\rangle=W$. At leading order $E\propto x^2$, so $\langle V\rangle=2E$. The remainder $E-\langle V\rangle$ is the energy spent in distorting the separate oscillators. At this order it equals $-E>0$, so half of the coupling gain is paid back. Close to $R_{\mathrm c}$ the share is larger and tends to one, because $\langle V\rangle$ diverges there while $E$ stays finite.

A classical pair at rest sits at $\mathbf r_1=\mathbf r_2=0$ for $R>R_{\mathrm c}$ and has no interaction energy. In agreement with this, \eqref{eq:exact} vanishes as $\hbar\to0$ at fixed $\alpha$ and $\omega_0$. The attraction in the model comes from the change in zero-point energy.

\section{Two further routes to the coefficient}

In perturbation theory the first-order energy is zero, since each displacement has zero mean in the uncoupled ground state. A displacement connects that state only to the first excited level, with matrix element $\sqrt{\hbar/(2m\omega_0)}$. The coupling therefore excites one quantum on each oscillator, at a cost of $2\hbar\omega_0$, with amplitude
\begin{equation}
\langle1_i1_i|V|0\rangle=g_im\omega_0^2x\,\frac{\hbar}{2m\omega_0}=\frac{g_ix\hbar\omega_0}{2}.
\end{equation}
The second-order energy is
\begin{equation}
E^{(2)}=-\sum_i\frac{(g_ix\hbar\omega_0/2)^2}{2\hbar\omega_0}
=-\frac{6x^2\hbar\omega_0}{8}=-\frac34\frac{\alpha^2\hbar\omega_0}{R^6}.
\label{eq:pt}
\end{equation}

The same coefficient can be written as a frequency integral. An oscillator driven at frequency $\omega$ obeys $m(\omega_0^2-\omega^2)\mathbf r=q\mathbf F$. At $\omega=iu$ its polarisability is
\begin{equation}
\alpha(iu)=\frac{\alpha\,\omega_0^2}{\omega_0^2+u^2}.
\end{equation}
The substitution $u=\omega_0\tan\theta$ gives
\begin{equation}
\int_0^\infty\frac{du}{(\omega_0^2+u^2)^2}=\frac1{\omega_0^3}\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{4\omega_0^3},
\end{equation}
and hence
\begin{equation}
\frac{3\hbar}{\pi}\int_0^\infty\alpha(iu)^2\,du
=\frac{3\hbar}{\pi}\,\alpha^2\omega_0^4\,\frac{\pi}{4\omega_0^3}
=\frac34\alpha^2\hbar\omega_0=C_6 .
\end{equation}

\section{Worked example}

The parameters are round model values: $q=1\,e$, $\alpha=10\,a_0^3$, $\hbar\omega_0=0.5\,E_{\mathrm h}$ and $R=8\,a_0$. In atomic units \eqref{eq:alpha} gives $m=1/(10\times0.5^2)=0.4$ electron masses. The coupling parameter is $x=10/8^3=0.01953$, and $R_{\mathrm c}=20^{1/3}a_0=2.714\,a_0$. The coefficient is
\begin{equation}
C_6=0.75\times10^2\times0.5=37.5\,E_{\mathrm h}a_0^6,
\end{equation}
or $22.41$ eV\,\AA$^6$. The leading term is $-37.5/8^6\,E_{\mathrm h}=-0.14305\,\mathrm{m}E_{\mathrm h}$. The exact model energy is $-0.14310\,\mathrm{m}E_{\mathrm h}$, or $-3.894$ meV. Their ratio, $1.000358$, agrees with $1+15x^2/16$.

The axial quanta are $0.4901371$ and $0.5096721\,E_{\mathrm h}$. Relative to $0.5\,E_{\mathrm h}$ they shift by $-0.0098629$ and $+0.0096721\,E_{\mathrm h}$. Half the sum is $-0.0954\,\mathrm{m}E_{\mathrm h}$, two thirds of the energy, as the $1/2$ in $3/4$ requires. Each shift is about fifty times larger in magnitude than the sum of the two.

The coupling energy is $-0.2863\,\mathrm{m}E_{\mathrm h}$ and the internal cost is $+0.1432\,\mathrm{m}E_{\mathrm h}$; their sum is the interaction energy. The correlations are $+0.0489\,a_0^2$ along the axis and $-0.0244\,a_0^2$ in each transverse direction. The uncoupled mean-square displacement is $1.5811^2=2.5\,a_0^2$ per direction, so the axial correlation is about 2\% of it. A weak correlation is enough to produce the whole energy.

As a test that does not use normal modes, the six-dimensional Hamiltonian was diagonalised in a number basis, with the axis tilted against the Cartesian directions. It gives the same energy to all printed digits. Extrapolating such energies to large distance gives $C_6=37.4999\,E_{\mathrm h}a_0^6$. A second parameter set gives $5.99667$ against $5.99668\,E_{\mathrm h}a_0^6$ from \eqref{eq:c6}. These values and a distance table are in the numerical output.

\section{Range of use}

In the table, the model energy exceeds the leading term in magnitude by 0.6\% at $5\,a_0$, 2.4\% at $4\,a_0$ and 18\% at $3\,a_0$. At $3\,a_0$ the estimate $15x^2/16$ gives 13\%, so higher terms of \eqref{eq:series} already matter and \eqref{eq:range} is no longer reliable.

These percentages compare two expressions within the point-dipole model. They do not measure the error against full Coulomb coupling. The first omitted terms of $V$ are cubic in the displacements and fall as $R^{-4}$. Being odd under reversal of all displacements, they do not mix at second order with the even dipole coupling, but their own second-order energy falls as $R^{-8}$. The $R^{-12}$ term in \eqref{eq:series} should therefore not be added to $-C_6/R^6$ as the next physical correction.

The charge controls how good the dipole truncation is. At fixed $\alpha$ and $\omega_0$, the mean-square displacement per direction is
\begin{equation}
\frac{\hbar}{2m\omega_0}=\frac{\hbar\omega_0\alpha}{2q^2},
\end{equation}
so displacements scale as $1/q$. A term of order $n$ in the displacements carries a factor $q^2$ and scales as $q^{2-n}$. The dipole term, $n=2$, is independent of $q$, while higher terms shrink as $q$ grows. In the example the root-mean-square displacement is $1.58\,a_0$ per direction. At $R=3\,a_0$ the distance is less than twice this width, and the expansion of Coulomb's law is not justified there, although \eqref{eq:exact} still returns a number. The omitted terms matter well beyond that distance. The second-order energy of the cubic terms, divided by the leading dipole term $-C_6/R^6$, is $5\hbar/(m\omega_0R^2)$, which is $25\,a_0^2/R^2$ here. At the $R=8\,a_0$ of the worked example this is 39\%, and it is only the first correction. The $R^{-10}$ terms add $\tfrac{245}{8}[\hbar/(m\omega_0R^2)]^2$, or 19\%. The overlap of the Gaussian charge clouds, which no term of the expansion contains, gives a first-order energy $(q^2/R)[2\,\mathrm{erfc}(R/\sqrt2\sigma)-\mathrm{erfc}(R/2\sigma)]$ with $\sigma^2=\hbar/(2m\omega_0)$. This is $-0.043\,\mathrm{m}E_{\mathrm h}$, or 30\% of the leading term. The digits given in the example therefore describe the point-dipole model, not the full Coulomb energy of the two oscillators.

When $\alpha$ and $C_6$ are known from elsewhere, \eqref{eq:c6} can be inverted to $\hbar\omega_0=4C_6/(3\alpha^2)$. For a system with several excitations this is an effective quantum that reproduces the given $C_6$; it need not equal any one excitation energy.

\section*{Computed values}
\begin{verbatim}
charge q = 1.0 e
polarisability alpha = 10.0 a0^3
oscillator quantum = 0.50 Eh
mass m = 0.400 electron masses
rms displacement per direction = 1.5811 a0
alpha from static response = 10.000000 a0^3
distance R = 8.0 a0
x = alpha/R^3 = 0.0195312 (no unit)
stability limit R = 2.7144 a0
mode quantum, axial in-phase = 0.4901371 Eh
mode quantum, transverse out-of-phase (1) = 0.4950931 Eh
mode quantum, transverse out-of-phase (2) = 0.4950931 Eh
mode quantum, transverse in-phase (1) = 0.5048592 Eh
mode quantum, transverse in-phase (2) = 0.5048592 Eh
mode quantum, axial out-of-phase = 0.5096721 Eh
sum of six zero-point energies = 1.49985690 Eh
uncoupled zero-point energy = 1.50000000 Eh
C6 from formula = 37.5000 Eh a0^6
C6 converted = 22.4073 eV angstrom^6
C6 from frequency integral = 37.500000 Eh a0^6
set q=1.0 e, m=0.4 me, quantum=0.5 Eh: alpha=10.00000 a0^3
  C6 extrapolated = 37.49989, formula = 37.50000 Eh a0^6
set q=1.3 e, m=0.7 me, quantum=0.9 Eh: alpha=2.98060 a0^3
  C6 extrapolated = 5.99667, formula = 5.99668 Eh a0^6
series coefficient of x^2 = -3/4 (units of quantum)
series coefficient of x^4 = -45/64 (units of quantum)
E exact formula = -0.1431023 mEh
E diagonalized = -0.1431023 mEh
E leading term -C6/R^6 = -0.1430511 mEh
E second-order sum = -0.1430511 mEh
E exact converted = -3.8940 meV
E axial motion alone = -0.0954129 mEh
axial share of E = 0.66675 (no unit)
mean coupling energy = -0.2863072 mEh
internal energy cost = 0.1432048 mEh
axial correlation <z1 z2> = 0.048875 a0^2
transverse correlation <x1 x2> = -0.024420 a0^2
R (a0) | x | E exact (mEh) | -C6/R^6 (mEh) | ratio
 3.0 | 0.37037 | -60.803274 | -51.440329 | 1.182016
 4.0 | 0.15625 | -9.375314 | -9.155273 | 1.024034
 5.0 | 0.08000 | -2.414580 | -2.400000 | 1.006075
 6.0 | 0.04630 | -0.805377 | -0.803755 | 1.002018
 8.0 | 0.01953 | -0.143102 | -0.143051 | 1.000358
10.0 | 0.01000 | -0.037504 | -0.037500 | 1.000094
12.0 | 0.00579 | -0.012559 | -0.012559 | 1.000031
\end{verbatim}
